\section*{Steady precursor coverage and the growth rate in focused-electron-beam deposition, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the local growth law}

\subsection{A fixed yield per electron, or a coverage to solve for}

To compute the height of a deposit written by an electron beam in a precursor gas, one must decide how to turn electron dose into volume. The simple choice gives every electron the same deposited volume, so that height is proportional to dose. The other choice solves for the amount of precursor on the surface, which the beam itself consumes. The first is justified at low current density. At high current density it can overestimate the growth rate by a large factor, because growth is then set by the supply of molecules. The steady coverage gives both regimes, the current density that separates them, and the error made by using either limit outside its range.

\subsection{The surface and its rates}

Let $n$ be the number of intact precursor molecules adsorbed per unit area, and $n_0$ its value for a full monolayer. Gas molecules strike the surface with flux $J$, a number per area and time. The electron flux is $f=j/e$, where $j$ is the magnitude of the current density and $e$ the elementary charge. Lengths are in nm, times in s and current densities in A/cm$^2$.

Four processes are kept.

\begin{itemize}
\item \emph{Adsorption.} A molecule that strikes a free site sticks with probability $s$; one that strikes an occupied site returns to the gas. The free fraction is $1-n/n_0$, so the gain is $sJ(1-n/n_0)$. This is Langmuir adsorption, limited to one layer.
\item \emph{Thermal desorption.} An adsorbed molecule leaves intact at the rate $1/\tau$, where $\tau$ is the residence time. The loss is $n/\tau$.
\item \emph{Dissociation.} Electrons break an adsorbed molecule at the rate $\sigma f$. The loss is $\sigma f n$.
\item \emph{Deposit formation.} Each dissociation leaves a solid volume $V$. The volatile fragments leave at once, and the fresh deposit offers an adsorption site like the one it covers.
\end{itemize}

The cross-section $\sigma$ needs a comment, since secondary electrons also break molecules. Let $\phi(E)$ be the flux per unit energy of all electrons crossing the surface, and $\sigma_{\rm m}(E)$ the molecular cross-section. The dissociation rate of one molecule is $\int\sigma_{\rm m}(E)\phi(E)\,dE$. At fixed beam energy, material and geometry, $\phi$ is proportional to the primary flux $f$, provided that each primary acts independently. Then
\begin{equation}
\sigma=\frac{1}{f}\int \sigma_{\rm m}(E)\,\phi(E)\,dE
\end{equation}
does not depend on $f$. It is an effective cross-section per primary electron, and it changes if the beam energy or the material changes.

In this half the irradiation is uniform, so no net surface diffusion arises. The parameters $J,s,\tau,\sigma,V$ and $n_0$ are independent of current density. Gain minus losses gives
\begin{equation}
\frac{dn}{dt}=sJ\left(1-\frac{n}{n_0}\right)-\frac{n}{\tau}-\sigma f n .
\label{eq:balance}
\end{equation}

\subsection{The approach to steady coverage}

Collecting the terms proportional to $n$ suggests two rate constants,
\begin{equation}
k_0=\frac{sJ}{n_0}+\frac1\tau,\qquad k_1=k_0+\sigma f ,
\end{equation}
for beam off and beam on. Equation (\ref{eq:balance}) becomes $dn/dt=sJ-k_1n$. Setting the derivative to zero gives the steady coverage
\begin{equation}
n_{\rm s}=\frac{sJ}{k_1}=\frac{sJ}{sJ/n_0+1/\tau+\sigma f}.
\label{eq:ns}
\end{equation}
Without the beam it is $n_{\rm d}=sJ/k_0$.

Let the beam be switched on at $t=0$ on a surface with coverage $n_{\rm d}$. Since $sJ=k_1n_{\rm s}$, the deviation $y=n-n_{\rm s}$ obeys
\begin{equation}
\frac{dy}{dt}=k_1n_{\rm s}-k_1(n_{\rm s}+y)=-k_1y ,
\end{equation}
and therefore
\begin{equation}
n(t)=n_{\rm s}+(n_{\rm d}-n_{\rm s})e^{-k_1t}.
\label{eq:transient}
\end{equation}
Because $k_1>0$, every initial coverage relaxes to the same steady value.

\subsection{The growth rate and its two limits}

The growth rate is the deposited volume per area and time, which is a height per time. There are $\sigma f n_{\rm s}$ dissociations per area and time, each leaving $V$:
\begin{equation}
R=V\sigma f n_{\rm s}=V sJ\,\frac{\sigma f}{k_0+\sigma f}.
\label{eq:rate}
\end{equation}
Define the crossover flux and the reduced flux by
\begin{equation}
f^*=\frac{k_0}{\sigma},\qquad x=\frac{f}{f^*}=\frac{\sigma f}{k_0}.
\end{equation}
Division of numerator and denominator by $k_0$ gives
\begin{equation}
R=V sJ\,\frac{x}{1+x}.
\label{eq:reduced}
\end{equation}

For $x\ll1$ the denominator is close to one, and
\begin{equation}
R\simeq R_{\rm lin}=V sJ\,x=V\sigma f n_{\rm d}.
\end{equation}
The beam samples a coverage that it hardly disturbs. For $x\gg1$ the fraction tends to one, and
\begin{equation}
R\to R_{\rm sat}=V sJ .
\end{equation}
Here each molecule that can stick is dissociated. At $x=1$ the rate is half the ceiling.

The errors of the two limits, relative to the full rate, follow by division:
\begin{equation}
\frac{R_{\rm lin}}{R}-1=(1+x)-1=x,\qquad
\frac{R_{\rm sat}}{R}-1=\frac{1+x}{x}-1=\frac1x .
\label{eq:errors}
\end{equation}
Thus, within this model, the linear law is good to 10\% up to $x=0.1$, and the ceiling is good to 10\% from $x=10$ upward. Inverting equation (\ref{eq:reduced}) gives
\begin{equation}
\frac1R=\frac{1}{V sJ}\left(1+\frac1x\right)=\frac1{R_{\rm sat}}+\frac1{R_{\rm lin}} .
\end{equation}
The slower of the two limiting processes therefore dominates the result.

\subsection{When the steady law applies to a short dwell}

Just after the beam is switched on, the coverage is still $n_{\rm d}$, so growth starts at the linear rate $R_{\rm lin}$ whatever the current density. It then falls to $R$. Averaging equation (\ref{eq:transient}) over a dwell time $t_{\rm d}$ uses
\begin{equation}
\frac1{t_{\rm d}}\int_0^{t_{\rm d}}e^{-k_1t}\,dt=\frac{1-e^{-k_1t_{\rm d}}}{k_1t_{\rm d}} .
\end{equation}
Since $n_{\rm d}/n_{\rm s}=k_1/k_0=1+x$, the deviation $(n_{\rm d}-n_{\rm s})/n_{\rm s}$ equals $x$. The average rate is then
\begin{equation}
\frac{\langle R\rangle}{R}=1+x\,\frac{1-e^{-k_1t_{\rm d}}}{k_1t_{\rm d}} .
\end{equation}
The excess is smaller than $x/(k_1t_{\rm d})$. With $k_1=k_0(1+x)$ this is smaller than $1/(k_0t_{\rm d})$. A dwell much longer than $1/k_0$ is therefore sufficient for the steady law at any current density. Being long compared with $1/k_1$ is not sufficient at large $x$, because the initial burst is then large as well as short.

\subsection{What happens to the arriving molecules}

Of all arrivals, the flux $sJ$ would stick if every site were free. In the steady state this flux divides into three parts. A part $sJ\,n_{\rm s}/n_0$ is blocked by occupied sites, a part $n_{\rm s}/\tau$ adsorbs and later desorbs, and a part $\sigma f n_{\rm s}$ is dissociated. Dividing each by $sJ$ and using $n_{\rm s}=sJ/k_1$ gives the fractions
\begin{equation}
p_{\rm b}=\frac{sJ/n_0}{k_1},\qquad
p_{\rm t}=\frac{1/\tau}{k_1},\qquad
p_{\rm e}=\frac{\sigma f}{k_1}.
\label{eq:fates}
\end{equation}
Their sum is $k_1/k_1=1$.

These fractions explain the value of the ceiling. With the beam off, the adsorption rate is $sJ(1-n_{\rm d}/n_0)$, which is less than $sJ$ because some sites are blocked. One might take this smaller rate as the greatest possible supply. But an intense beam empties the surface, so blocking disappears together with desorption. The adsorption rate rises to $sJ$, and so does the dissociation rate.

They also tell which setting is worth changing. From equation (\ref{eq:rate}), $\ln R=\ln(VsJ)+\ln(\sigma f)-\ln k_1$. Differentiation with the other parameters held fixed gives
\begin{align}
\frac{\partial\ln R}{\partial\ln f}&=1-\frac{\sigma f}{k_1}=\frac{1}{1+x},\\
\frac{\partial\ln R}{\partial\ln J}&=1-\frac{sJ/n_0}{k_1}=1-p_{\rm b},\\
\frac{\partial\ln R}{\partial\ln\tau}&=\frac{1/\tau}{k_1}=p_{\rm t}.
\label{eq:tau}
\end{align}
The last sign is positive because $k_1$ contains $1/\tau$, whose logarithmic derivative is negative. More current helps at small $x$. More gas helps in both regimes, unless most sites are already occupied.

\subsection{Electrons that remove intact molecules}

Suppose that electrons also desorb intact molecules, with effective cross-section $\sigma_{\rm d}$. The balance gains the loss $\sigma_{\rm d}fn$, but this process leaves no deposit. Hence
\begin{equation}
R=V sJ\,\frac{\sigma f}{k_0+(\sigma+\sigma_{\rm d})f}
\ \longrightarrow\ V sJ\,\frac{\sigma}{\sigma+\sigma_{\rm d}}
\end{equation}
at high flux. The low-flux slope $VsJ\sigma/k_0$ is unchanged. The rate still saturates, but below the full supply limit.

For uniform irradiation, the steady coverage gives a growth rate that is linear in electron flux at low flux and levels off at a ceiling set by the supply of molecules. It remains to put numbers to this law, and to examine finite spots with surface diffusion, beam heating and backscattered electrons.
